# Gap sensitivity of the tunnel current through a 4.5 eV vacuum barrier: verification in Python

```python
"""
Result under test: for a vacuum barrier phi = 4.5 eV, widening a tunnel gap
by 0.1 nm divides the low-bias current of one channel by exp(2*kappa*0.1 nm),
roughly nine, where kappa = sqrt(2*m*phi)/hbar.

Symbols: fermi = Fermi energy above the band bottom (eV), phi = barrier above
the Fermi level (eV), gap = gap width (nm), widening = added gap (nm),
C2M = 2m/hbar^2 in 1/(eV nm^2), T = transmission probability.
"Factor" always means current before widening / current after widening.
Energies are counted from the band bottom of the left metal.
"""
import numpy as np
from scipy import constants as const
from scipy.special import digamma

C2M = 2 * const.m_e * const.e / const.hbar**2 * 1e-18
G0 = 2 * const.e**2 / const.h                       # siemens
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # e^2/(4 pi eps0), eV nm
KT = const.k * 300.0 / const.e                      # eV at 300 K

fermi, phi = 7.0, 4.5
gap, widening = 0.7, 0.1
bias, high_bias = 0.010, 0.10
STEPS = 1500


def square_T(energy, width, top):
    """Matching formula for a rectangular barrier, energy below the top."""
    kappa_e = np.sqrt(C2M * (top - energy))
    c = top**2 / (4 * energy * (top - energy))
    return 1 / (1 + c * np.sinh(kappa_e * width)**2)


def solved_T(energy, potential, width, right_floor=0.0):
    """Integrate the Schroedinger equation back from the outgoing wave.
    potential: values on 2*STEPS+1 equally spaced points across the gap."""
    energy = np.atleast_1d(np.asarray(energy, dtype=float))
    k_left = np.sqrt(C2M * energy)
    k_right = np.sqrt(C2M * (energy - right_floor))
    h = -width / STEPS
    p = np.ones(len(energy), dtype=complex)
    q = 1j * k_right
    for j in range(2 * STEPS, 0, -2):
        a = C2M * (potential[j] - energy)
        b = C2M * (potential[j - 1] - energy)
        c = C2M * (potential[j - 2] - energy)
        p1, q1 = q, a * p
        p2, q2 = q + h / 2 * q1, b * (p + h / 2 * p1)
        p3, q3 = q + h / 2 * q2, b * (p + h / 2 * p2)
        p4, q4 = q + h * q3, c * (p + h * p3)
        p = p + h / 6 * (p1 + 2 * p2 + 2 * p3 + p4)
        q = q + h / 6 * (q1 + 2 * q2 + 2 * q3 + q4)
    incoming = 0.5 * (p + q / (1j * k_left))
    return k_right / (k_left * np.abs(incoming)**2)


def flat(top):
    return np.full(2 * STEPS + 1, top)


def image_energy(u, width):
    """Image energy (eV) at fraction u of the gap between two metal planes."""
    return COULOMB / (4 * width) * (
        2 * np.euler_gamma + digamma(u) + digamma(1 - u))


def image_barrier(width):
    """Rounded barrier, cut off at the band bottom of the metals."""
    u = np.clip(np.linspace(0, 1, 2 * STEPS + 1), 1e-9, 1 - 1e-9)
    return np.maximum(fermi + phi + image_energy(u, width), 0.0)


top = fermi + phi
wide = gap + widening
kappa = np.sqrt(C2M * phi)
factor = np.exp(2 * kappa * widening)

# Matching formula and exponential law against the solved wave equation
T_near = solved_T(fermi, flat(top), gap)[0]
T_far = solved_T(fermi, flat(top), wide)[0]
assert abs(T_near / square_T(fermi, gap, top) - 1) < 1e-5
assert abs(T_far / square_T(fermi, wide, top) - 1) < 1e-5
assert abs(T_near / T_far / factor - 1) < 1e-4
assert 8.5 < T_near / T_far < 9.5
prefactor = 16 * fermi * phi / top**2
T_thick = prefactor * np.exp(-2 * kappa * gap)
assert abs(T_thick / T_near - 1) < 1e-4

# Another Fermi energy: transmission changes, the factor does not
other = 2.0
T_other = solved_T(other, flat(other + phi), gap)[0]
other_factor = T_other / solved_T(other, flat(other + phi), wide)[0]
assert abs(T_other / T_near - 1) > 0.05
assert abs(other_factor / factor - 1) < 1e-4

# Current through the tilted barrier, integrated over the bias window
nodes, weights = np.polynomial.legendre.leggauss(8)


def biased_current(volts, width):
    energies = fermi - volts / 2 + volts / 2 * nodes
    tilted = top - volts * np.linspace(0, 1, 2 * STEPS + 1)
    T = solved_T(energies, tilted, width, right_floor=-volts)
    return G0 * volts * np.sum(weights * T) / 2


I_near, I_far = biased_current(bias, gap), biased_current(bias, wide)
assert abs(I_near / (G0 * T_near * bias) - 1) < 0.01
assert abs(I_near / I_far / factor - 1) < 0.01
high_factor = biased_current(high_bias, gap) / biased_current(high_bias, wide)

# Planar junction: explicit sum over a grid of transverse wavevectors
k_fermi = np.sqrt(C2M * fermi)
axis = (np.arange(400) + 0.5) / 400 * k_fermi
kx, ky = np.meshgrid(axis, axis)
normal_energy = fermi - (kx**2 + ky**2) / C2M
normal_energy = normal_energy[normal_energy > 0]
cell = 4 * (axis[1] - axis[0])**2 / (2 * np.pi)**2    # four quadrants


def planar_grid(width):
    return cell * np.sum(square_T(normal_energy, width, top))


x60, w60 = np.polynomial.legendre.leggauss(60)
W = fermi * (x60 + 1) / 2


def planar_integral(T_values):
    """Same sum as an integral over the energy of normal motion."""
    return C2M / (4 * np.pi) * np.sum(w60 * T_values) * fermi / 2


planar_near, planar_far = planar_grid(gap), planar_grid(wide)
assert abs(planar_integral(square_T(W, gap, top)) / planar_near - 1) < 2e-3
planar_law = T_near * kappa / (4 * np.pi * gap)
assert abs(planar_near / planar_law - 1) < 0.2    # next order is 1/(kappa*gap)
planar_factor = planar_near / planar_far
assert abs(planar_factor / (factor * wide / gap) - 1) < 0.03

# Image energy against an explicit sum over image charges
n = np.arange(1, 20001)
for u in (0.1, 0.3, 0.5):
    x = u * gap
    like = np.sum(2 / (2 * n * gap))
    unlike = 1 / (2 * x) + np.sum(
        1 / (2 * n * gap - 2 * x) + 1 / (2 * n * gap + 2 * x))
    assert abs(0.5 * COULOMB * (like - unlike) / image_energy(u, gap) - 1) < 1e-6


# Image-rounded barrier: solved factor against the semiclassical action
def action(width):
    height = np.maximum(image_barrier(width) - fermi, 0)
    y = np.sqrt(C2M * height)
    return 2 * np.sum((y[1:] + y[:-1]) / 2) * width / (2 * STEPS)


image_near = solved_T(fermi, image_barrier(gap), gap)[0]
image_far = solved_T(fermi, image_barrier(wide), wide)[0]
image_factor = image_near / image_far
action_factor = np.exp(action(wide) - action(gap))
assert abs(np.log(image_factor) / np.log(action_factor) - 1) < 0.05
assert image_near > T_near and image_factor < factor


def both_factor(width):
    near = planar_integral(solved_T(W, image_barrier(width), width))
    far_width = width + widening
    far = planar_integral(solved_T(W, image_barrier(far_width), far_width))
    return near / far


both_07, both_10 = both_factor(gap), both_factor(1.0)
assert 6 < both_07 < 12 and 6 < both_10 < 12

# Thermal smearing at 300 K
z = np.linspace(-25, 25, 5001)
thermal_weight = 1 / (4 * np.cosh(z / 2)**2)
thermal_weight /= thermal_weight.sum()
hot_near = np.sum(thermal_weight * square_T(fermi + KT * z, gap, top))
hot_far = np.sum(thermal_weight * square_T(fermi + KT * z, wide, top))
hot_factor = hot_near / hot_far
assert abs(hot_factor / factor - 1) < 0.02

# Work function shifted by 0.3 eV, and inversion from the solved factor
shifted = []
for p in (phi - 0.3, phi + 0.3):
    shifted.append(solved_T(fermi, flat(fermi + p), gap)[0]
                   / solved_T(fermi, flat(fermi + p), wide)[0])
phi_back = (np.log(T_near / T_far) / widening)**2 / (4 * C2M)
assert abs(phi_back - phi) < 1e-3
phi_nine = (np.log(9) / widening)**2 / (4 * C2M)
decade = np.log(10) / (2 * kappa)
assert abs(square_T(fermi, gap, top)
           / square_T(fermi, gap + decade, top) - 10) < 1e-3

print(f"Fermi energy (rough, copper): {fermi:.1f} eV")
print(f"barrier height phi: {phi:.1f} eV")
print(f"barrier top above band bottom: {top:.1f} eV")
print(f"gap before and after: {gap:.1f} nm, {wide:.1f} nm")
print(f"bias: {bias*1e3:.0f} mV")
print(f"2m/hbar^2: {C2M:.4f} 1/(eV nm^2)")
print(f"kappa: {kappa:.3f} 1/nm")
print(f"2 kappa: {2*kappa:.3f} 1/nm")
print(f"2 kappa * widening: {2*kappa*widening:.4f}")
print(f"factor exp(2 kappa * widening): {factor:.3f}")
print(f"kappa * gap: {kappa*gap:.3f}")
print(f"matching constant C: {top**2/(4*fermi*phi):.4f}")
print(f"thick-barrier prefactor: {prefactor:.3f}")
print(f"thick-barrier T, narrow gap: {T_thick:.4e}")
print(f"relative error of thick-barrier T: "
      f"{abs(T_thick/square_T(fermi, gap, top)-1):.1e}")
print(f"solved T, narrow gap: {T_near:.4e}")
print(f"solved T, wide gap: {T_far:.4e}")
print(f"solved factor: {T_near/T_far:.3f}")
print(f"conductance quantum 2e^2/h: {G0*1e6:.3f} uS")
print(f"one-channel current, narrow gap: {I_near*1e12:.4f} pA")
print(f"one-channel current, wide gap: {I_far*1e12:.4f} pA")
print(f"current factor at low bias: {I_near/I_far:.3f}")
print(f"T for Fermi energy {other:.1f} eV, narrow gap: {T_other:.4e}")
print(f"factor for Fermi energy {other:.1f} eV: {other_factor:.3f}")
print(f"barrier for a factor of exactly 9: {phi_nine:.3f} eV")
print(f"widening for one decade: {decade:.4f} nm")
print(f"planar factor, rectangular barrier: {planar_factor:.2f}")
print(f"planar estimate factor*(d+widening)/d: {factor*wide/gap:.2f}")
print(f"image energy at mid-gap: {image_energy(0.5, gap):.3f} eV")
print(f"T with image force, narrow gap: {image_near:.3e}")
print(f"image force multiplies T by: {image_near/T_near:.1f}")
print(f"one-channel factor with image force: {image_factor:.2f}")
print(f"semiclassical factor with image force: {action_factor:.2f}")
print(f"planar factor with image force, 0.7 nm: {both_07:.2f}")
print(f"planar factor with image force, 1.0 nm: {both_10:.2f}")
print(f"one-channel factor at {high_bias:.1f} V: {high_factor:.3f}")
print(f"one-channel factor at 300 K: {hot_factor:.3f}")
print(f"thermal rise of current at 300 K: {(hot_near/T_near-1)*100:.2f} %")
print(f"factor for phi = {phi-0.3:.1f} eV: {shifted[0]:.2f}")
print(f"factor for phi = {phi+0.3:.1f} eV: {shifted[1]:.2f}")
print(f"field in gap at low bias: {bias/(gap*1e-7)*1e-6:.3f} MV/cm")
print("checks complete")
```

It prints:

```
Fermi energy (rough, copper): 7.0 eV
barrier height phi: 4.5 eV
barrier top above band bottom: 11.5 eV
gap before and after: 0.7 nm, 0.8 nm
bias: 10 mV
2m/hbar^2: 26.2468 1/(eV nm^2)
kappa: 10.868 1/nm
2 kappa: 21.736 1/nm
2 kappa * widening: 2.1736
factor exp(2 kappa * widening): 8.790
kappa * gap: 7.608
matching constant C: 1.0496
thick-barrier prefactor: 3.811
thick-barrier T, narrow gap: 9.4022e-07
relative error of thick-barrier T: 4.5e-07
solved T, narrow gap: 9.4022e-07
solved T, wide gap: 1.0697e-07
solved factor: 8.790
conductance quantum 2e^2/h: 77.481 uS
one-channel current, narrow gap: 0.7285 pA
one-channel current, wide gap: 0.0829 pA
current factor at low bias: 8.790
T for Fermi energy 2.0 eV, narrow gap: 8.4088e-07
factor for Fermi energy 2.0 eV: 8.790
barrier for a factor of exactly 9: 4.598 eV
widening for one decade: 0.1059 nm
planar factor, rectangular barrier: 10.12
planar estimate factor*(d+widening)/d: 10.05
image energy at mid-gap: -1.426 eV
T with image force, narrow gap: 2.855e-04
image force multiplies T by: 303.6
one-channel factor with image force: 6.91
semiclassical factor with image force: 6.93
planar factor with image force, 0.7 nm: 8.09
planar factor with image force, 1.0 nm: 8.24
one-channel factor at 0.1 V: 8.786
one-channel factor at 300 K: 8.781
thermal rise of current at 300 K: 0.30 %
factor for phi = 4.2 eV: 8.17
factor for phi = 4.8 eV: 9.44
field in gap at low bias: 0.143 MV/cm
checks complete
```
